# Jellium Work Functions from Smith's One-Parameter Surface Profile

Before computing the work function of a simple-metal model, one has to decide whether a self-consistent surface calculation is needed or whether minimizing an energy in one variable will do. The answer depends on the error that can be tolerated. For jellium with $r_s$ from 2 to 6, the one-variable method treated here differs from a Kohn-Sham calculation by at most about 0.3 eV at the five densities tabulated below (0.30 to 0.31 eV at $r_s=3$, and 0.31 to 0.32 eV at $r_s=2.5$, between the tabulated points). That is enough for a first estimate of the work function's size, but not for resolving differences of 0.1 eV.

The method is Smith's: an exponential electron profile is inserted into an orbital-free energy functional and its decay constant is optimized. The comparison is with the Lang-Kohn method, which solves the Kohn-Sham equations for the same jellium surface. The Kohn-Sham values below were recomputed with the same exchange and correlation, not taken from a published table.

## The model at one density

Jellium replaces the ions by a uniform positive background. Let it fill $x<0$ with density $n_0$ and stop abruptly at $x=0$:

$$n_+(x)=n_0\ (x<0),\qquad n_+(x)=0\ (x>0),\qquad n_0=\frac{3}{4\pi r_s^3}.$$

The algebra uses atomic units, in which $r_s$ is measured in bohr. Numerical results are in eV and angstrom. The hand example has $r_s=4$, which gives $n_0=0.025173$ Å$^{-3}$.

The trial electron density is

$$n(x)=\begin{cases}n_0\left(1-\tfrac12e^{\beta x}\right),&x<0,\\ \tfrac12n_0e^{-\beta x},&x>0.\end{cases}$$

Both branches equal $n_0/2$ at the edge and have slope $-\beta n_0/2$ there. The charge missing inside, $n_0/(2\beta)$ per area, equals the charge spilled outside, so the surface is neutral for every $\beta$. The single unknown is the decay length $1/\beta$.

The energy without electrostatics is

$$G[n]=\int g(n)\,dx+\frac1{72}\int\frac{n'^2}{n}\,dx,$$

$$g(n)=C_Fn^{5/3}-C_xn^{4/3}-\frac{0.44\,n}{r_s(n)+7.8},$$

per unit surface area, with $C_F=\frac3{10}(3\pi^2)^{2/3}$, $C_x=\frac34(3/\pi)^{1/3}$ and $r_s(n)=(3/4\pi n)^{1/3}$. The terms of $g$ are Thomas-Fermi kinetic energy, Dirac exchange and Wigner correlation. The gradient term is one ninth of the von Weizsäcker energy $T_W=\frac18\int n'^2/n\,dx$. The factor 1/9 belongs to slowly varying densities. Using it at a surface is an approximation of the model.

The surface energy $\sigma$ is the energy per area minus that of uniform bulk filling $x<0$. It has three parts, each with its own power of $\beta$.

### Local energy

Set $t=\frac12e^{-\beta|x|}$. On each side $t$ runs from $1/2$ at the edge to 0 far away, and the length element is $dt/(\beta t)$ in magnitude. The density is $n_0(1-t)$ inside and $n_0t$ outside. Adding the two sides and subtracting the bulk energy inside gives

$$\sigma_{\rm loc}=\frac A\beta,\qquad A=\int_0^{1/2}\frac{dt}{t}\left[g(n_0(1-t))-g(n_0)+g(n_0t)\right].$$

For a pure power $g=n^p$ this is $A=n_0^pC_p$. Expanding $(1-t)^p$ in a binomial series, which converges because $t\le1/2$, and integrating term by term,

$$C_p=\frac{2^{-p}}p+\sum_{k=1}^{\infty}\frac{(-1)^k}{k\,2^k}\binom pk.$$

The first term comes from $\int_0^{1/2}t^{p-1}dt$. The two powers needed are

$$C_{5/3}=\tfrac35\,2^{-5/3}-\tfrac56+\tfrac5{72}+\tfrac5{1944}+\dots=-0.57193,$$

$$C_{4/3}=\tfrac34\,2^{-4/3}-\tfrac23+\tfrac1{36}+\tfrac1{486}+\dots=-0.33878.$$

Both are negative because $(1-t)^p+t^p<1$ for $p>1$ and $0<t<1$. Spreading the electrons therefore lowers the kinetic energy. Exchange enters $g$ with a minus sign, so spreading raises it. Correlation is not a pure power, and its integral is done numerically. At $r_s=4$, in eV/Å$^3$,

$$A=-0.027055+0.026580+0.003855=0.003380.$$

Kinetic energy and exchange nearly cancel at this density.

### Gradient energy

Outside, $n'^2/n=\frac12\beta^2n_0e^{-\beta x}$, whose integral is $\beta n_0/2$. Inside, $n'=-\beta n_0t$ and $n=n_0(1-t)$, so

$$\int_{-\infty}^0\frac{n'^2}{n}dx=\beta n_0\int_0^{1/2}\frac{t\,dt}{1-t}=\beta n_0\Big[-t-\ln(1-t)\Big]_0^{1/2}=\beta n_0\left(\ln2-\tfrac12\right).$$

The halves cancel in the sum, and

$$\sigma_{\rm grad}=B\beta,\qquad B=\frac{n_0\ln2}{72}.$$

Here $B=0.0018466$ eV/Å. This term penalizes a sharp profile.

### Electrostatic energy

Let $v(x)$ be the electrostatic potential energy of an electron. Poisson's equation reads $v''=-4\pi(n-n_+)$. The excess $n-n_+$ is $-\frac12n_0e^{\beta x}$ inside and $+\frac12n_0e^{-\beta x}$ outside. Integrating from the far end on each side, where $v'=0$, gives

$$v'(x)=\frac{2\pi n_0}{\beta}e^{-\beta|x|}.$$

It is positive: an electron must climb to leave. The energy $\frac12\int v(n-n_+)dx=-\frac1{8\pi}\int vv''dx$ becomes, after integration by parts with vanishing end terms,

$$\sigma_{\rm es}=\frac1{8\pi}\int v'^2dx=\frac1{8\pi}\,\frac{4\pi^2n_0^2}{\beta^2}\,\frac1\beta=\frac C{\beta^3},\qquad C=\frac{\pi n_0^2}2.$$

Here $C=0.014333$ eV/Å$^5$. The total climb is the dipole barrier

$$D=v(\infty)-v(-\infty)=\int v'dx=\frac{4\pi n_0}{\beta^2}.$$

### The minimum

The surface energy is now an explicit function of one variable,

$$\sigma(\beta)=\frac A\beta+B\beta+\frac C{\beta^3}.$$

Setting $d\sigma/d\beta=-A/\beta^2+B-3C/\beta^4$ to zero and multiplying by $\beta^4$,

$$B\beta^4-A\beta^2-3C=0,\qquad \beta^2=\frac{A+\sqrt{A^2+12BC}}{2B}.$$

This is a quadratic in $\beta^2$ whose roots have the negative product $-3C/B$, so exactly one root is positive. Since $\sigma\to+\infty$ both for $\beta\to0$ and for $\beta\to\infty$, the single stationary point is the global minimum within the family.

With the numbers above, in Å$^{-2}$,

$$\beta^2=\frac{0.003380+\sqrt{0.003380^2+12(0.0018466)(0.014333)}}{2(0.0018466)}=5.827,$$

so $\beta=2.414$ Å$^{-1}$ and the decay length is 0.414 Å. The parts of $\sigma$ are 0.00140 (local), 0.00446 (gradient) and 0.00102 (electrostatic), together 0.00688 eV/Å$^2$. The stationarity condition multiplied by $\beta$ says that the gradient part equals the local part plus three times the electrostatic part. Indeed $0.00140+3(0.00102)=0.00446$.

### From barrier to work function

For a full minimizer of the energy, not restricted to a family, the chemical potential is the same everywhere:

$$\frac{\delta G}{\delta n}+v(x)=\mu .$$

Deep inside, the gradient term vanishes and $\mu=\bar\mu+v(-\infty)$, where $\bar\mu=g'(n_0)$. An electron at rest far outside has energy $v(\infty)$. The work function is the difference,

$$W=v(\infty)-\mu=D-\bar\mu .$$

To evaluate $\bar\mu$, let $k_F=(3\pi^2n_0)^{1/3}$. Differentiation of the first two terms of $g$ gives $k_F^2/2$ and $-k_F/\pi$. For correlation, $r_s\propto n^{-1/3}$ implies $n\,d/dn=-\frac13r_s\,d/dr_s$, hence

$$\bar\mu=\frac{k_F^2}2-\frac{k_F}\pi-\frac{0.44}{r_s+7.8}-\frac{0.44\,r_s}{3(r_s+7.8)^2}.$$

At $r_s=4$ this is $-2.153$ eV. Since $D=8C/(n_0\beta^2)$, the barrier follows from numbers already in hand:

$$D=\frac{8(0.014333)}{(0.025173)(5.827)}=0.782\ {\rm eV},\qquad W=0.782+2.153=2.935\ {\rm eV}.$$

The Kohn-Sham value is 3.07 eV. Most of $W$ here is the bulk term, not the barrier.

For the trial profile, $\delta G/\delta n+v$ is not constant in general, and $W=D-\bar\mu$ is a prescription. Its accuracy differs from that of $\sigma$. Near a full minimum the energy error is of second order in the density error $\delta n$. The barrier is linear in the density: integrating $\int v'dx$ by parts gives $D=4\pi\int x(n-n_+)dx$, so $\delta D=4\pi\int x\,\delta n\,dx$ is of first order. A good surface energy does not guarantee an equally good work function.

## The general procedure

Nothing above was special to $r_s=4$. For any local energy density $g$ for which the integral $A$ exists, and any positive fraction $\lambda$ of the von Weizsäcker energy, the steps are:

1. Compute $n_0$ from $r_s$ and $\bar\mu=g'(n_0)$.
2. Compute $A$ from the integral over $t$, using $C_p$ for pure powers.
3. Set $B=\lambda n_0\ln2/8$ and $C=\pi n_0^2/2$. The present model has $\lambda=1/9$.
4. Find $\beta^2$ from the quadratic.
5. Return $W=4\pi n_0/\beta^2-\bar\mu$.

If $A$ is large and negative, the numerator in step 4 subtracts two nearly equal numbers. Multiplying numerator and denominator by $\sqrt{A^2+12BC}-A$ gives the equivalent form

$$\beta^2=\frac{6C}{\sqrt{A^2+12BC}-A},$$

which avoids that loss of digits.

Two limits show what the terms do. If $B\to0$ with $A>0$, then $\beta^2\to A/B$ diverges and the profile collapses to a step. At $r_s=4$, where $A>0$, the gradient term is what keeps the surface smooth. If $A<0$, the limit is finite, $\beta^2\to3C/|A|$, because the kinetic gain from spreading then outweighs the cost in exchange and correlation, so the local energy alone favours a smooth edge.

The second limit is high density. There $A\approx C_FC_{5/3}n_0^{5/3}$, so $A^2\propto n_0^{10/3}$ outgrows $12BC\propto n_0^3$, and again $\beta^2\to3C/|A|$. Then

$$D\to\frac{4\pi n_0|A|}{3C}=\frac{8|A|}{3n_0}=\frac83C_F|C_{5/3}|n_0^{2/3}.$$

Since $k_F^2/2=\frac53C_Fn_0^{2/3}$, the ratio of $D$ to $k_F^2/2$ tends to $\frac85|C_{5/3}|=0.915$. The barrier falls short of the leading term of $\bar\mu$ by a fixed fraction, so the predicted $W$ eventually becomes negative. The method must not be extrapolated to arbitrarily high density.

## The Kohn-Sham reference

Uniform bulk has the same $\bar\mu$ in Kohn-Sham theory, because the kinetic energy at the Fermi level is $k_F^2/2$ and the exchange-correlation potential is the same. The two methods therefore differ in $W$ through $D$ alone.

The reference is computed for a slab of thickness $L$ with two equivalent surfaces. The motion parallel to the surface is free, and the motion across it obeys

$$\left[-\tfrac12\frac{d^2}{dx^2}+v(x)+v_{xc}(n(x))\right]\psi_j=E_j\psi_j,$$

where $v_{xc}$ is the density derivative of the exchange and correlation terms of $g$. Subband $j$ is filled up to a parallel wave number $k_j$ with $k_j^2/2=E_F-E_j$. With two spins it holds $2\pi k_j^2/(2\pi)^2=(E_F-E_j)/\pi$ electrons per area. Neutrality and the density are therefore

$$\sum_{E_j<E_F}\frac{E_F-E_j}\pi=n_0L,\qquad n(x)=\sum_{E_j<E_F}\frac{E_F-E_j}\pi|\psi_j(x)|^2.$$

If $M$ subbands are filled, $E_F=(\pi n_0L+\sum_{j\le M}E_j)/M$. Including one more level lowers this value only if that level lies below it, so the correct $M$ is the one that gives the smallest $E_F$.

The new density gives a new $v$, and the cycle is repeated. Passing the full density change to the next cycle can make charge slosh across a thick slab. Suppose the input density has an error $\delta$ of small wave number $q$. It changes $v$ by $4\pi\delta/q^2$, to which the electrons respond with $-(k_F/\pi^2)(4\pi\delta/q^2)$. Apart from exchange and correlation, output minus input is then

$$R=-\left(1+\frac{k_s^2}{q^2}\right)\delta,\qquad k_s^2=\frac{4k_F}\pi .$$

Multiplying $R$ by $q^2/(q^2+k_s^2)$ returns $-\delta$, the correction wanted. In real space this operation is $R(x)-\frac12k_s\int e^{-k_s|x-x'|}R(x')dx'$. The program applies a fraction of it and speeds up convergence by combining earlier steps.

With the vacuum level at zero, $W=-E_F$. Each value is the mean for slabs of 8 and 8.25 Fermi wavelengths, which differ by less than 0.04 eV. Averaging over four thicknesses from 8 to 8.375 wavelengths instead changes the mean by at most 0.002 eV. Refining the grid at $r_s=4$ changes $W$ by about 0.005 eV, so the last digit of the Kohn-Sham values, and of differences formed from them, is uncertain by about one unit. The reference leaves out the ions and everything beyond the local treatment of exchange and correlation, so it is neither exact nor a substitute for measurement.

## Comparison from $r_s=2$ to 6

In the table $\beta$ is in Å$^{-1}$ and the energies are in eV.

| $r_s$ | $\beta$ | $D$ | $\bar\mu$ | $W$ Smith | $W$ Kohn-Sham |
|---|---|---|---|---|---|
| 2 | 2.351 | 6.591 | 2.912 | 3.68 | 3.89 |
| 3 | 2.317 | 2.011 | −1.184 | 3.20 | 3.50 |
| 4 | 2.414 | 0.782 | −2.153 | 2.94 | 3.07 |
| 5 | 2.492 | 0.375 | −2.377 | 2.75 | 2.71 |
| 6 | 2.519 | 0.213 | −2.372 | 2.59 | 2.42 |

The mean absolute difference in $W$ is 0.17 eV. The profile method gives too little at $r_s=2$, 3 and 4 and too much at 5 and 6, relative to Kohn-Sham. Over the whole range its work function falls by 1.10 eV, the reference by 1.47 eV. The direction of the trend is reproduced at every step, but not its slope: from $r_s=2$ to 3 the profile value falls faster than the reference (0.48 eV against 0.39 eV), and from $r_s=3$ to 6 much more slowly (0.61 eV against 1.08 eV).

The decay constant hardly changes, while $n_0$ falls by a factor of 27. Because $D\propto n_0/\beta^2$, the barrier collapses with the density. This also sets the sensitivity to the profile: $\delta D/D=-2\,\delta\beta/\beta$. An error of 1% in $\beta$ shifts $W$ by 0.13 eV at $r_s=2$ but by only 0.004 eV at $r_s=6$.

At low density a reasonable $W$ therefore says little about the barrier. The Kohn-Sham barrier is $W+\bar\mu$, about 0.05 eV at $r_s=6$, whereas the profile gives 0.21 eV. The profile's barrier is roughly four times too large, yet $W$ is off by only 0.17 eV, 7% of the Kohn-Sham value.

## A check that needs no reference calculation

The potential at the background edge reveals a defect of the profile. Multiply the derivative of $\delta G/\delta n+v=\mu$ by $n$ and integrate across the surface:

$$\int n\frac d{dx}\frac{\delta G}{\delta n}dx+\int nv'dx=0.$$

Integrating the first term by parts gives $-n_0\bar\mu-\int n'(\delta G/\delta n)dx$. The local energy contributes $\int n'g'(n)dx=g(0)-g(n_0)=-g(n_0)$. For the gradient energy, with integrand $h(n,n')$,

$$n'\left(\frac{\partial h}{\partial n}-\frac d{dx}\frac{\partial h}{\partial n'}\right)=\frac d{dx}\left(h-n'\frac{\partial h}{\partial n'}\right),$$

which integrates to zero because $h$ and $n'\partial h/\partial n'=2h$ vanish at both ends. Hence $\int nv'dx=n_0\bar\mu-g(n_0)$. Writing $g=n\varepsilon(n)$, so that $\bar\mu=\varepsilon+n_0\varepsilon'$, turns the right side into $n_0^2\varepsilon'(n_0)$, the bulk electron pressure.

Poisson's equation gives $\int(n-n_+)v'dx=-\frac1{4\pi}\int v''v'dx=0$, so $n$ may be replaced by $n_+$ on the left. Since $n_+=n_0$ for $x<0$ only,

$$v(0)-v(-\infty)=n_0\varepsilon'(n_0).$$

A full minimizer of the functional must obey this. The exponential profile has a symmetric $v'$ and gives $D/2$ instead, which is positive at every density. The required value changes sign at $r_s=4.30$, where the bulk pressure vanishes. In eV:

| $r_s$ | $D/2$ | $n_0\varepsilon'$ | Kohn-Sham |
|---|---|---|---|
| 2 | 3.30 | 2.85 | 2.85 |
| 4 | 0.39 | 0.10 | 0.10 |
| 6 | 0.11 | −0.26 | −0.26 |

The derivation used an explicit density functional, which the Kohn-Sham kinetic energy is not. For Kohn-Sham the rule is supported here by a numerical test of its equivalent form $v(\infty)-v(0)=W+\varepsilon(n_0)$, which holds within 0.001 eV for the two-slab means at all five densities; a single slab misses it by up to 0.007 eV.

The table also shows that errors cancel. At $r_s=4$ the profile's inner half of the barrier is 0.29 eV too high relative to Kohn-Sham. The outer half should be $3.07-2.15-0.10=0.82$ eV but is 0.39 eV, which is 0.43 eV too low. The net error is the $-0.13$ to $-0.14$ eV seen in $W$.

Above $r_s=4.30$ no choice of $\beta$ can satisfy the edge condition, so only a more flexible shape can restore it. Relaxing the shape completely does not improve $W$, however. The full minimizer of the same functional, obtained by solving $\delta G/\delta n+v=\mu$ together with Poisson's equation numerically, obeys the edge condition and has a lower surface energy, but it gives $W=3.08$, 2.85, 2.60, 2.38 and 2.18 eV for $r_s=2$ to 6. These values lie below Kohn-Sham by 0.81 to 0.24 eV, farther from it than the exponential profile at each of the five densities. The closer agreement of the one-variable method comes from a partial cancellation between the error of the restricted shape and the error of the orbital-free kinetic energy.

## Calculated quantities

```
Worked case rs = 4 (rs in bohr)
rs in angstrom: 2.1167 angstrom
background density n0: 0.025173 angstrom^-3
C_p for p=5/3: -0.57193 (no unit)
C_p for p=4/3: -0.33878 (no unit)
A kinetic: -0.027055 eV/angstrom^3
A exchange: 0.026580 eV/angstrom^3
A correlation: 0.003855 eV/angstrom^3
A total: 0.003380 eV/angstrom^3
B: 0.0018466 eV/angstrom
C: 0.014333 eV/angstrom^5
beta: 2.4139 angstrom^-1
decay length 1/beta: 0.4143 angstrom
sigma kinetic: -0.011208 eV/angstrom^2
sigma exchange: 0.011011 eV/angstrom^2
sigma correlation: 0.001597 eV/angstrom^2
sigma gradient: 0.004457 eV/angstrom^2
sigma electrostatic: 0.001019 eV/angstrom^2
sigma total: 0.006877 eV/angstrom^2
Work functions: beta in angstrom^-1, the rest in eV
rs  beta   D_Smith  mu      W_Smith  W_KS   Smith-KS
2  2.351    6.591   2.912   3.680    3.89   -0.21
3  2.317    2.011  -1.184   3.196    3.50   -0.31
4  2.414    0.782  -2.153   2.935    3.07   -0.14
5  2.492    0.375  -2.377   2.753    2.71    0.04
6  2.519    0.213  -2.372   2.585    2.42    0.17
Potential energy v(edge)-v(bulk) in eV
rs  Smith D/2  rule n0*eps'  KS slab
2    3.296      2.850       2.85
3    1.006      0.739       0.74
4    0.391      0.099       0.10
5    0.188     -0.151      -0.15
6    0.106     -0.262      -0.26
rs where n0*eps' vanishes: 4.301 bohr
largest |W_Smith-W_KS|: 0.31 eV
mean |W_Smith-W_KS|: 0.17 eV
KS change between thicknesses, max: 0.0333 eV
KS change on finer grid, rs=4: 0.00541 eV
KS misfit of W = D - mu, max: 0.0002 eV
KS misfit of edge theorem, max: 0.0004 eV
```
